Linear tetrahedra near a parabolic minimum, on and off the grid

**The question**

A band has an isotropic parabolic minimum at k0. In atomic units, with energies measured from the true minimum,

E(k) = |k − k0|²/(2m).

The energies are known on a simple cubic grid of spacing h. Each grid cube is divided into tetrahedra whose vertices are corners of that cube, and inside each tetrahedron the energy is replaced by the linear function that agrees with E(k) at its four vertices. Call the result E_L(k). The parabola is assumed to hold over all the grid points that matter below. Densities of states are per volume and include both spins, so a region of k-space of volume V holds 2V/(2π)³ = V/(4π³) states per volume. The energy of one grid spacing is

ε = h²/(2m).

**Part (a)**

Find the true density of states D(E), and express it through h and ε.

**Answer.** The states below E fill a sphere of radius √(2mE), whose volume is

V(E) = (4π/3)(2mE)^(3/2).

Dividing by 4π³ gives the number of states per volume, and differentiating gives the density:

N(E) = (2mE)^(3/2)/(3π²),

D(E) = dN/dE = (2m)^(3/2) √E/(2π²).

Since 2m = h²/ε, the factor (2m)^(3/2) equals h³/ε^(3/2), and

D(E) = h³√E/(2π² ε^(3/2)).

The spacing cancels between h³ and ε^(3/2), as it must for a property of the true band. This form is convenient for comparison with the interpolated band.

**Part (b)**

Show that E_L(k) is the same for every permitted division of the cubes into tetrahedra.

**Answer.** The band is a sum of three functions of one variable,

E(k) = f_x(k_x) + f_y(k_y) + f_z(k_z), with f_i(k_i) = (k_i − k0_i)²/(2m).

Let F_i be the function obtained by joining the grid values of f_i with straight segments. Within one cube each coordinate stays in one grid interval, so each F_i is a single linear function there, and so is the sum F_x + F_y + F_z. At every corner of the cube this sum equals E. A linear function in three dimensions has four coefficients, which are fixed by its values at the four vertices of a tetrahedron of nonzero volume. The sum is therefore the tetrahedron interpolant in every tetrahedron of the cube:

E_L(k) = F_x(k_x) + F_y(k_y) + F_z(k_z).

The argument needs the band to separate along the grid axes. A mass tensor tilted against the axes has cross terms such as k_x k_y, and the argument then no longer applies.

**Part (c)**

Let k0 be a grid point. Find the density of states D_L(E) of the interpolated band for 0 < E < ε, and compare it with D(E).

**Answer.** Put the origin at k0. Each f_i is 0 at the origin and ε at ±h, so for |k_i| ≤ h

F_i(k_i) = ε|k_i|/h.

Beyond ±h the grid values go on rising, so F_i exceeds ε there. As the three terms are non-negative, a point with E_L < ε has |k_i| < h for each component. The region below E is then

|k_x| + |k_y| + |k_z| < hE/ε.

This is an octahedron. Each of its eight octants is a tetrahedron with three perpendicular edges of length hE/ε and volume (hE/ε)³/6. Hence

V_L(E) = 8(hE/ε)³/6 = (4/3)h³(E/ε)³,

D_L(E) = (1/(4π³)) dV_L/dE = h³E²/(π³ε³).

The ratio to the true density is

D_L/D = [h³E²/(π³ε³)] · [2π²ε^(3/2)/(h³√E)] = (2/π)(E/ε)^(3/2).

The square law has a geometric origin. The true energy rises quadratically from the minimum, so the enclosed volume grows as E^(3/2). The interpolated energy rises linearly in every direction, so its volume grows as E³. The density is too small throughout this range, and even at E = ε it reaches 2/π, about 0.64, of the true value. A finer grid that still contains k0 leaves the power unchanged but confines it to a narrower range, because ε is proportional to h².

**Part (d)**

Now let k0 lie off the grid. Write k0 = k_g + hu, where k_g is the nearest grid point and |u_i| ≤ 1/2. Find the energy Δ at which the interpolated band begins, its largest value, and its mean over uniformly distributed offsets.

**Answer.** At any point of a tetrahedron, E_L is a weighted mean of the four vertex energies, with non-negative weights that sum to one. It cannot lie below the lowest of them, and it attains that value at the vertex. The interpolated edge is therefore the lowest energy on the grid.

Label the grid points by integers n, with k = k_g + hn. Their energies are

E_n = ε[(n_x − u_x)² + (n_y − u_y)² + (n_z − u_z)²].

For each component, the change from n_i = 0 is

(n_i − u_i)² − u_i² = n_i² − 2n_i u_i ≥ |n_i|(|n_i| − 1) ≥ 0,

where |u_i| ≤ 1/2 was used. The lowest value is thus at n = 0:

Δ = ε(u_x² + u_y² + u_z²) = |k0 − k_g|²/(2m).

The shift is upward, or zero if the minimum is on the grid. It is the energy of the nearest grid point, since the grid contains nothing lower. Its maximum is reached at a cube centre, where every u_i² is 1/4:

Δ_max = 3ε/4.

For uniform offsets the mean of u_i² is the integral of u² from −1/2 to 1/2, which is 1/12. Three components give

mean Δ = 3ε/12 = ε/4.

For a parabolic maximum the same argument with E replaced by −E moves the edge downward. A gap between two such edges is therefore never underestimated by this interpolation.

**Part (e)**

For |u_i| < 1/2, find D_L just above Δ and the range in which your expression holds.

**Answer.** Let q = k − k_g and t = E − Δ. Subtract from each F_i its value εu_i² at q_i = 0, and call the remainder g_i(q_i). At the neighbouring grid points, where n_i = ±1,

g_i(±h) = ε(1 ∓ 2u_i).

Hence, on the two adjoining segments,

g_i = ε(1 − 2u_i) q_i/h for 0 ≤ q_i ≤ h,

g_i = ε(1 + 2u_i) |q_i|/h for −h ≤ q_i ≤ 0.

The grid values n_i² − 2n_i u_i keep increasing away from n_i = 0 on both sides. If t is smaller than the lowest of the six values g_i(±h), the region below E thus stays within one spacing of k_g in each direction. This gives the range

0 < t < ε(1 − 2 max|u_i|).

In this range the surface g_x + g_y + g_z = t is an octahedron with unequal half-axes. Along the positive and negative directions of axis i they are

p_i(+) = ht/[ε(1 − 2u_i)], p_i(−) = ht/[ε(1 + 2u_i)].

Each octant has one sixth of the product of its three half-axes as its volume. Summing over the eight choices of sign factorizes:

V_L = (1/6) ∏ [p_i(+) + p_i(−)].

The sum in each factor is

p_i(+) + p_i(−) = (ht/ε) · 2/(1 − 4u_i²).

With P = ∏(1 − 4u_i²), this gives

V_L = (8/6)(ht/ε)³/P = (4/3)h³(t/ε)³/P,

D_L(E) = (1/(4π³)) dV_L/dE = h³(E − Δ)²/(π³ε³P).

For u = 0 this returns to part (c). An offset does more than translate the square law: it raises the prefactor by 1/P and shortens the range. At the end of the range a corner of the octahedron reaches a neighbouring grid point. Beyond that point the slope is larger, so the formula would overestimate the enclosed volume.

**Part (f)**

What happens at the edge when p components of u have magnitude 1/2?

**Answer.** By reflection, take such a component as u_i = +1/2. Then g_i vanishes at both q_i = 0 and q_i = h, and the interpolated band is flat between them. To leading order in t, each of these p axes contributes a factor h to the volume, and the remaining axes contribute a figure of dimension 3 − p whose lengths are proportional to t. So V_L starts as t^(3−p).

For p = 1 the figure is a quadrilateral with perpendicular diagonals, whose area is half the product of the diagonals. With P′ the product of (1 − 4u_j²) over the other two components,

V_L ≈ h · (1/2)(2ht/ε)²/P′ = 2h³(t/ε)²/P′,

D_L ≈ h³t/(π³ε²P′).

The density starts linearly. For p = 2, with u_j the remaining component,

V_L ≈ h² · 2ht/[ε(1 − 4u_j²)],

D_L → h³/[2π³ε(1 − 4u_j²)],

so the density starts with a step. For p = 3 all eight corners of one cube have energy 3ε/4 and the whole cube is flat. The density contains a delta function at that energy, of weight h³/(4π³).

Explicit tetrahedron sums give starting powers of 3.000, 2.000, 1.001 and 0.004 for p = 0 to 3. The small excesses in the last two come from the finite t used: outside a flat segment g_i rises with slope 2ε/h on both sides, so its length h becomes h(1 + t/ε) at height t.

**Part (g)**

Is the edge shift a rigid shift of the whole band? Consider energies E ≫ ε.

**Answer.** Take one axis and a grid interval that starts a distance x from the minimum. At a fraction s of the interval, the interpolant exceeds the parabola by

[(1 − s)x² + s(x + h)² − (x + sh)²]/(2m) = h²(s − s²)/(2m) = ε s(1 − s).

The terms in x² and xh cancel, so the excess is the same in every interval. Its mean over s is ε(1/2 − 1/3) = ε/6. Adding three axes,

E_L(k) = E(k) + w(k), with 0 ≤ w ≤ 3ε/4 and mean w = ε/2.

To first order in w, the volume below E is reduced by the average of w over the energy surface times dV/dE. The surface is a sphere of radius R = h√(E/ε). The varying part of w consists of waves along the axes with wave numbers G = 2πj/h, j = 1, 2, …, and the average of such a wave over the sphere carries the factor sin(GR)/(GR), which becomes small for R ≫ h. What remains is the mean:

V_L(E) ≈ V(E) − (ε/2) dV/dE ≈ V(E − ε/2).

The shift is therefore not rigid. The edge moves by an amount between 0 and 3ε/4 that depends on the offset, while the state count far above it is displaced by about ε/2 for any offset. At E = 30ε, tetrahedron sums give displacements of 0.497ε for a minimum on the grid and 0.505ε for one at a cube centre, although the edge shifts are 0 and 0.75ε.

**Part (h)**

A model band has cubic lattice constant a = 5 Å, mass 0.25 electron masses, and its minimum at (0.40, 0.10, 0.05) in units of 2π/a. It is treated as a single isolated parabola; the symmetry-equivalent minima that a real cubic crystal would have are left out. The grid has 12 points per axis and includes the zone centre. Evaluate Δ and the density near the edge, then discuss other grid sizes.

**Answer.** The spacing is h = 2π/(12a) = 0.1047 Å⁻¹. With ħ²/(2m) = 15.24 eV Å²,

ε = 15.24 × 0.1047² = 0.167 eV (0.00614 hartree).

In units of h the minimum is at (4.8, 1.2, 0.6). The nearest grid point is (5, 1, 1), so u = (−0.2, 0.2, −0.4) and

Δ = (0.04 + 0.04 + 0.16)ε = 0.24ε = 0.040 eV (0.00147 hartree).

The square law holds over a width (1 − 0.8)ε = 0.033 eV, up to 0.074 eV above the true minimum. The prefactor contains P = 0.84 × 0.84 × 0.36 = 0.254. At the top of the range t = 0.2ε and E = 0.44ε, so parts (a) and (e) give

D_L/D = (2/π)(t/ε)²/[P√(E/ε)] = 0.637 × 0.04/(0.254 × 0.663) = 0.15.

The densities themselves are 3.5 × 10⁻⁵ and 2.3 × 10⁻⁴ eV⁻¹ Å⁻³. Below 0.040 eV the interpolated band has no states at all. Had the minimum been on the grid, the ratio would have been 0.08 at ε/4 and 0.23 at ε/2.

For other grids the edge shifts are:

N = 8: 0.090 eV
N = 10: 0.060 eV
N = 12: 0.040 eV
N = 16: 0.034 eV
N = 20: 0
N = 24: 0.015 eV

At N = 20 the minimum is at (8, 2, 1) in units of the spacing, a grid point, and the shift vanishes. At N = 24 it is at (9.6, 2.4, 1.2), off the grid again, and the shift returns. The bound 3ε/4 falls as 1/N², but the shift beneath it depends on how the grid meets the minimum. At N = 10 one coordinate is 0.5, so that density starts linearly, as in part (f).

A correct edge is also no proof of a converged density. At N = 20 the square law still replaces the square root below ε = 0.060 eV, and by part (g) the count far above the edge is still displaced by about 0.03 eV, provided the parabola continues that far. The numerical output below gives the remaining values.

Computed results

```
lattice constant = 5.0 angstrom
mass = 0.25 electron masses
minimum in units of 2pi/a = [0.4  0.1  0.05]
grid points per axis = 12
hbar^2/(2m) = 15.2399 eV angstrom^2
spacing h = 0.10472 1/angstrom
one-spacing energy eps = 0.16712 eV = 0.006142 hartree
offset u = [-0.2  0.2 -0.4] (units of h)
edge shift Delta/eps = 0.2400
edge shift Delta = 0.04011 eV = 0.001474 hartree
window width = 0.03342 eV
window top = 0.07353 eV above true minimum
product of (1-4u_i^2) = 0.25402
largest shift 3 eps/4 = 0.12534 eV
mean shift over offsets = 0.2494 eps (finite sample)
densities in 1/(eV angstrom^3): E (eV), linear, true, ratio
on-grid, 0.25 of window: 0.04178, 1.3851e-05, 1.7405e-04, 0.0796
on-grid, 0.50 of window: 0.08356, 5.5403e-05, 2.4615e-04, 0.2251
on-grid, 1.00 of window: 0.16712, 2.2161e-04, 3.4811e-04, 0.6366
off-grid, 0.50 of window: 0.05682, 8.7244e-06, 2.0298e-04, 0.0430
off-grid, 1.00 of window: 0.07353, 3.4898e-05, 2.3091e-04, 0.1511
0 half-spacing offsets: state count starts as t^3.000
1 half-spacing offsets: state count starts as t^2.000
2 half-spacing offsets: state count starts as t^1.001
3 half-spacing offsets: state count starts as t^0.004
cube-centre jump in volume = 1.00000 h^3
count displacement at E = 30 eps, on-grid: 0.4970 eps
count displacement at E = 30 eps, example: 0.4998 eps
count displacement at E = 30 eps, cube centre: 0.5051 eps
grid size, eps (eV), Delta/eps, Delta (eV)
 8, 0.37603, 0.2400, 0.09025
10, 0.24066, 0.2500, 0.06016
12, 0.16712, 0.2400, 0.04011
16, 0.09401, 0.3600, 0.03384
20, 0.06016, 0.0000, 0.00000
24, 0.04178, 0.3600, 0.01504
```
